# Schottky-Barrier Pinning by Metal-Induced Gap States Across a Dipole Gap, part 1

(Sections cited here and not found follow in the second part.)

## First half: charge, dipole and pinning factor

A metal with work function \(\Phi_M\) touches an n-type semiconductor with electron affinity \(\chi\). Electron waves of the metal at energies inside the semiconductor's band gap cannot propagate there, but they leave decaying tails. These tails are the metal-induced gap states, or MIGS. We represent them by a sheet of states a distance \(\delta\) from the metal surface, with a finite density \(D\) per area and per energy. Between metal and sheet lies a dipole gap of permittivity \(\varepsilon_i\), free of charge.

Let \(z\) run from the metal into the semiconductor, with \(e>0\) the elementary charge. Energies are electron energies in joules; in the numerical example they are given in eV. The barrier is

\[
\varphi_B=E_c(\delta)-E_F ,
\]

the conduction-band edge at the sheet measured from the metal's Fermi level. Image lowering is not included in it. The sheet is electrically neutral when its states are filled up to the charge-neutrality level, which lies \(\varphi_0\) below \(E_c\) at the sheet and moves rigidly with the band edges.

Four assumptions define the model. The MIGS are filled to the metal's Fermi level, because they are the tails of metal states. Everything is uniform along the interface. The gap has a linear dielectric response. When metals are compared, \(D\), \(\delta\), \(\varepsilon_i\) and \(\varphi_0\) are held fixed, and only \(\Phi_M\) changes.

### (a) What charge do the MIGS carry when the barrier is \(\varphi_B\)?

**Solution.** Measure energy \(E\) from the neutrality level. The conduction edge is then at \(E=\varphi_0\). The Fermi level lies \(\varphi_B\) below that edge, so its position is

\[
\mu=\varphi_0-\varphi_B .
\]

In the neutral reference filling, all states with \(E<0\) are occupied and all with \(E>0\) are empty. Write this filling as \(\theta(-E)\), a step equal to one for negative \(E\). Each electron beyond the reference contributes \(-e\), so the sheet charge per area is

\[
\sigma_s=-e\int D\,\bigl[f(E-\mu)-\theta(-E)\bigr]\,dE,
\qquad
f(x)=\frac{1}{1+e^{x/kT}} .
\]

The integral runs across the band gap. Suppose that the Fermi level and the neutrality level both lie many \(kT\) from the band edges. The bracket is then exponentially small at both limits, which may be moved to \(\pm\infty\). For constant \(D\) we need

\[
I(\mu)=\int_{-\infty}^{\infty}\bigl[f(E-\mu)-\theta(-E)\bigr]dE .
\]

At \(\mu=0\) the identity \(f(-E)=1-f(E)\) makes the bracket an odd function of \(E\): it equals \(f(E)\) for \(E>0\) and \(f(E)-1=-f(-E)\) for \(E<0\). Hence \(I(0)=0\). The derivative follows from \(\partial f/\partial\mu=-\partial f/\partial E\):

\[
\frac{dI}{d\mu}=-\int_{-\infty}^{\infty}\frac{\partial f}{\partial E}\,dE
=f(-\infty)-f(\infty)=1 .
\]

Therefore \(I(\mu)=\mu\), and

\[
\sigma_s=-eD\mu=eD(\varphi_B-\varphi_0). \tag{1}
\]

The temperature has dropped out: thermal smearing empties as many states below the Fermi level as it fills above, and a constant density gives both the same weight.

The sign can be read directly. If \(\varphi_B>\varphi_0\), the Fermi level is below the neutrality level, some states that should be full are empty, and the sheet is positive. If \(\varphi_B<\varphi_0\), it is negative.

### (b) How does charge on the semiconductor side change the barrier?

**Solution.** With no dipole across the gap, the vacuum levels of the two materials align. The conduction edge is then \(\chi\) below a vacuum level that is itself \(\Phi_M\) above the Fermi level, so \(\varphi_B=\Phi_M-\chi\).

Besides the MIGS charge there may be a depletion charge \(\sigma_d\) in the semiconductor and a fixed charge \(\sigma_f\) in the plane of the sheet. Their sum is

\[
Q=\sigma_s+\sigma_d+\sigma_f ,
\]

and the metal surface carries \(-Q\). Apply Gauss's law to a box reaching from inside the gap to the neutral bulk, where the field vanishes. With \(F_i\) the field component along \(+z\) in the gap,

\[
0-\varepsilon_iF_i=Q
\quad\Longrightarrow\quad
F_i=-\frac{Q}{\varepsilon_i}.
\]

For positive \(Q\) the field points toward the metal, as it should between a positive sheet and a negative metal surface. The electrostatic potential \(V\) obeys \(dV/dz=-F_i\), so across the gap

\[
V(\delta)-V(0)=-F_i\delta=+\frac{Q\delta}{\varepsilon_i}.
\]

An electron has charge \(-e\), so its energy levels on the semiconductor side shift by \(-eQ\delta/\varepsilon_i\). The barrier becomes

\[
\varphi_B=\Phi_M-\chi-\frac{e\delta}{\varepsilon_i}
(\sigma_s+\sigma_d+\sigma_f). \tag{2}
\]

Positive charge on the semiconductor side lowers the electron barrier.

### (c) Find the pinning factor, defined as \(\partial\varphi_B/\partial\Phi_M\) at fixed depletion charge and fixed interface charge.

**Solution.** Insert (1) in (2):

\[
\varphi_B=\Phi_M-\chi
-\frac{e^2D\delta}{\varepsilon_i}(\varphi_B-\varphi_0)
-\frac{e\delta}{\varepsilon_i}(\sigma_d+\sigma_f).
\]

The dimensionless combination

\[
a=\frac{e^2D\delta}{\varepsilon_i}
\]

measures how strongly the MIGS react. Moving the term \(-a\varphi_B\) to the left gives

\[
(1+a)\varphi_B=\Phi_M-\chi+a\varphi_0
-\frac{e\delta}{\varepsilon_i}(\sigma_d+\sigma_f).
\]

Divide by \(1+a\), and note that \(a/(1+a)=1-1/(1+a)\):

\[
\varphi_B=S(\Phi_M-\chi)+(1-S)\varphi_0
-S\frac{e\delta}{\varepsilon_i}(\sigma_d+\sigma_f), \tag{3}
\]

\[
\boxed{S=\frac{1}{1+e^2D\delta/\varepsilon_i}} \tag{4}
\]

At fixed \(\sigma_d\) and \(\sigma_f\), the derivative of (3) with respect to \(\Phi_M\) is \(S\).

The mechanism is negative feedback. A larger work function raises the barrier, which moves the Fermi level down through the MIGS. They lose electrons and become positive, and the resulting dipole takes back part of the rise. Without depletion and fixed charge, the barrier is a weighted mean of the unpinned value \(\Phi_M-\chi\) and the neutrality value \(\varphi_0\). If these two are equal, the MIGS are neutral and their density does not affect the barrier.

For \(D\to0\) at fixed \(\delta\), \(S\to1\) and the barrier follows the metal fully. For \(D\to\infty\) at fixed \(\delta\), \(S\to0\) and the barrier is pinned at \(\varphi_0\), provided the other charges stay finite. For \(\delta\to0\) at fixed \(D\), \(S\to1\) again: charge without separation makes no dipole. Pinning therefore needs both states and a lever arm. The factor reaches one half when \(D=\varepsilon_i/(e^2\delta)\).

### (d) The depletion charge itself depends on the barrier. Find it, and solve for the barrier in closed form.

**Solution.** Let \(N\) be the density of ionized donors and \(\xi\) the energy \(E_c-E_F\) in the neutral bulk, with \(E_F\) there the bulk Fermi level. Let \(\psi(z)=E_c(z)-E_c(\text{bulk})\) be the band bending. For nondegenerate electrons in equilibrium with the bulk, their density is \(Ne^{-\psi/kT}\), and holes are neglected. The charge density is

\[
\rho=eN\left(1-e^{-\psi/kT}\right).
\]

Since \(\psi\) is \(-e\) times the electrostatic potential up to a constant, Poisson's equation reads \(\varepsilon_s\psi''=e\rho\), where \(\varepsilon_s\) is the semiconductor permittivity:

\[
\varepsilon_s\psi''=e^2N\left(1-e^{-\psi/kT}\right).
\]

Multiply by \(\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\):

\[
\frac{\varepsilon_s}{2}\psi'^2
=e^2N\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].
\]

The charge per area is the integral of \(\rho=\varepsilon_s\psi''/e\) from the sheet to the bulk, hence \(\sigma_d=-\varepsilon_s\psi'(\delta^+)/e\). The bands fall away from the interface, so \(\psi'<0\) and \(\sigma_d>0\). Squaring this relation and inserting the first integral gives, with \(\psi_s\) the band bending at the sheet,

\[
\sigma_d^2=2\varepsilon_sN
\left[\psi_s-kT\left(1-e^{-\psi_s/kT}\right)\right].
\]

For \(\psi_s\gg kT\) the exponential may be dropped. A reverse bias \(V_R>0\) lowers the bulk Fermi level by \(eV_R\) relative to the metal, so \(\psi_s=\varphi_B-\xi+eV_R\) and

\[
\sigma_d=\sqrt{2\varepsilon_sN\,(\varphi_B-\varphi_*)},
\qquad
\varphi_*=\xi+kT-eV_R . \tag{5}
\]

Now define \(r=\sqrt{\varphi_B-\varphi_*}\) and

\[
A=S(\Phi_M-\chi)+(1-S)\varphi_0-\frac{Se\delta\sigma_f}{\varepsilon_i},
\qquad
b=\frac{Se\delta}{\varepsilon_i}\sqrt{2\varepsilon_sN}.
\]

Equation (3) becomes \(\varphi_*+r^2=A-br\), or \(r^2+br-(A-\varphi_*)=0\). By definition \(r\) is not negative, which selects the upper root:

\[
r=-\frac b2+\sqrt{\frac{b^2}{4}+A-\varphi_*},
\qquad
\varphi_B=\varphi_*+r^2 . \tag{6}
\]

The solution is valid if the resulting band bending is several \(kT\). It does not describe an accumulated or nearly flat-band contact.

### (e) What slope would a series of metals show, and how do bias and interface charge act?

**Solution.** Define three capacitances per area:

\[
C_i=\frac{\varepsilon_i}{\delta},\qquad
C_q=e^2D,\qquad
C_d=\frac{\varepsilon_s}{W},\qquad
W=\frac{\sigma_d}{eN}.
\]

Here \(C_q\) is the quantum capacitance of the sheet, and \(W\) is the width of fully depleted donors that would carry \(\sigma_d\). Differentiating \(\sigma_d^2=2\varepsilon_sN(\varphi_B-\xi-kT+eV_R)\) gives

\[
2\sigma_d\,d\sigma_d=2\varepsilon_sN(d\varphi_B+e\,dV_R),
\]

so, since \(\varepsilon_sN/\sigma_d=\varepsilon_s/(eW)=C_d/e\),

\[
e\,d\sigma_d=C_d(d\varphi_B+e\,dV_R).
\]

From (1), \(e\,d\sigma_s=C_q\,d\varphi_B\). The differential of (2) is therefore

\[
d\varphi_B=d\Phi_M-\frac{1}{C_i}
\left[C_qd\varphi_B+C_d(d\varphi_B+e\,dV_R)+e\,d\sigma_f\right].
\]

Multiply by \(C_i\) and collect \(d\varphi_B\):

\[
d\varphi_B=
\frac{C_i\,d\Phi_M-eC_d\,dV_R-e\,d\sigma_f}{C_i+C_q+C_d}. \tag{7}
\]

The slope at fixed bias and fixed interface charge is \(C_i/(C_i+C_q+C_d)\), which reduces to \(S\) when \(C_d\ll C_i+C_q\). Reverse bias lowers the barrier slightly by enlarging the depletion charge. A small interface charge shifts it by \(-e\,d\sigma_f/C_i\) times the same slope, so the states that weaken the influence of the metal also weaken the influence of interface charge.

If \(D\) varies with energy, return to the integral in (a). Since \(d\mu=-d\varphi_B\) and \(\partial f/\partial\mu=-\partial f/\partial E\),

\[
\frac{d\sigma_s}{d\varphi_B}
=e\int D(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

The integral is the thermal average of \(D\) around the Fermi level, and it replaces \(D\) in \(C_q\). The pinning factor is then a local slope that can differ from one metal to another.

## Second half: a switching contact and the limits of the sheet

The symbols carried over are the barrier \(\varphi_B\), the neutrality depth \(\varphi_0\), the MIGS density \(D\), the gap width \(\delta\) and permittivity \(\varepsilon_i\), and the depletion and fixed charges \(\sigma_d\) and \(\sigma_f\). The results needed are

\[
S=\frac1{1+a},\qquad a=\frac{e^2D\delta}{\varepsilon_i}=\frac{C_q}{C_i},
\]

the closed-form barrier (6) with its quantities \(A\), \(b\) and \(\varphi_*=\xi+kT-eV_R\), and the divider (7).

The example uses rough values typical of a platinum contact on niobium-doped SrTiO₃ at 300 K: \(\Phi_M=5.6\) eV, \(\chi=4.0\) eV, a band gap of 3.2 eV, \(\varphi_0=0.7\) eV, \(D=2\times10^{14}\) eV⁻¹cm⁻², \(\delta=0.30\) nm, \(\varepsilon_i=4\varepsilon_0\), \(\varepsilon_s=300\varepsilon_0\) and \(N=10^{18}\) cm⁻³. Of these, \(D\), \(\delta\) and \(\varepsilon_i\) are the least certain. Extra digits below serve to trace the arithmetic and small differences.

### (f) Find the barrier, and compare it with that of a metal with \(\Phi_M=4.3\) eV.

**Solution.** The capacitances are \(C_i=11.81\) and \(C_q=32.04\) µF/cm². Their ratio, taken before rounding, is \(a=2.7143\), so

\[
S=\frac1{1+2.7143}=\frac1{3.7143}=0.2692 .
\]

Without depletion charge the barrier would be

\[
A=0.2692(1.60)+0.7308(0.70)=0.942\ \text{eV}.
\]

For the depletion charge we need \(\xi=kT\ln(N_c/N)\), with \(N_c\) the effective density of states of the conduction band. Three equivalent conduction bands, each with masses \(1,1,7\) along the cubic axes in units of the electron mass and each with a different heavy axis, again rough values, give \(\xi=0.137\) eV. With \(kT=0.0259\) eV, \(\varphi_*=0.163\) eV at zero bias.

In volt units, \(\sqrt{2e\varepsilon_sN}=2.917\) µC cm⁻² V⁻¹ᐟ², so \(b=0.2692(2.917)/11.81=0.0665\) V¹ᐟ². Equation (6) gives

\[
r=-0.0333+\sqrt{0.0011+0.7795}=0.850,
\]

\[
\varphi_B=0.163+0.850^2=0.886\ \text{eV}.
\]

Depletion has lowered the barrier by 0.057 eV. The sheet carries \(32.04(0.8857-0.7)=5.95\) µC/cm², and the depletion layer carries 2.48 µC/cm² over a width of 155 nm. Their sum divided by \(C_i\) is 0.714 V, which is the difference between the unpinned barrier of 1.60 eV and the result.

For the metal with \(\Phi_M=4.3\) eV, \(A=0.592\) eV, and the same formula gives 0.551 eV. The work functions differ by 1.3 eV, the barriers by 0.335 eV. The mean slope is 0.258.

At the platinum-like contact \(C_d=1.72\) µF/cm², and (7) gives a local slope of \(11.81/45.57=0.259\). The mean slope is slightly smaller because the depletion layer is thinner at lower barriers, which makes \(C_d\) larger. Both lie below \(S=0.269\): a slope measured at this doping contains a small depletion contribution.

The sheet model gives the barrier in closed form; for the platinum-like contact it is 0.886 eV, with a local slope of 0.259 against the metal's work function. It remains to find how oxygen vacancies change this barrier and the current, and how much the answer depends on the sheet shape and other neglected effects.

All numerical values are calculated from the stated model.
